\section*{The Caroli transmission formula: two derivations for a tight-binding conductor, part 2}

A finite conductor $C$ joins two leads $a=L,R$ that have no direct link. The electrons are noninteracting or move in a fixed mean field, and the basis is orthonormal. Atomic units are used ($\hbar=e=1$), and one spin direction is counted until stated otherwise. The task is to find the steady current when two separately filled leads are joined to $C$.

The conductor has Hamiltonian $H_C$ and couplings $V_{Ca}=V_{aC}^\dagger$ to the leads, which have Hamiltonians $H_a$ and eigenstates $\varphi_{ak}$ of energy $E_{ak}$. With $g_a=\lim_{\eta\to0^+}(E+i\eta-H_a)^{-1}$, define $\Sigma_a=V_{Ca}g_aV_{aC}$, $\Gamma_a=i(\Sigma_a-\Sigma_a^\dagger)$, $\Gamma=\Gamma_L+\Gamma_R$ and $G=(E-H_C-\Sigma_L-\Sigma_R)^{-1}$. An argument $z$ replaces $E$ by a complex energy. Two results are needed:
\begin{align}
\Gamma_a(E)&=2\pi\sum_k\delta(E-E_{ak})\,V_{Ca}\varphi_{ak}\varphi_{ak}^\dagger V_{aC},\label{eq:spec2}\\
G-G^\dagger&=-iG\,\Gamma G^\dagger .\label{eq:id2}
\end{align}

A first derivation, from scattering states in periodic leads, found $T=\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]$ as a sum of the transmission probabilities of the incoming channels. Each energy-normalized channel carries the incoming flux $1/2\pi$. The scattering matrix is unitary, so $T$ cannot exceed the number of open channels in either lead. Moving clean lead layers into $C$ does not change $T$.

That derivation exchanged the leads by a trace argument: multiply $G\Gamma G^\dagger=G^\dagger\Gamma G$ by $\Gamma_L$, take the trace, and cancel the terms containing $\Gamma_L$ twice. With two contacts this gives $\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]=\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]$, even in a magnetic field.

The chain listed in the numerical output has hopping $-t$ and site energies zero, except for one site raised by $U$, with $t=U=1$ eV. At $E=0$ it has $T=0.80$.

\subsection{Equations of motion}

Let $c_L$, $c_C$ and $c_R$ be columns of electron annihilation operators. For a Hamiltonian quadratic in these operators the Heisenberg equations are linear:
\begin{equation}
i\dot c_C=H_Cc_C+\sum_aV_{Ca}c_a,\qquad i\dot c_a=H_ac_a+V_{aC}c_C .
\label{eq:heis}
\end{equation}
Before time zero the parts are separate. Each lead is filled according to its own energies, so that $b_{ak}=\varphi_{ak}^\dagger c_a(0)$ has
\begin{equation}
\langle b_{ak}^\dagger b_{a'k'}\rangle=\delta_{aa'}\delta_{kk'}f_a(E_{ak}).
\label{eq:fill}
\end{equation}
At time zero the couplings are switched on. The lead equation integrates to
\begin{equation}
c_a(t)=\sum_k\varphi_{ak}e^{-iE_{ak}t}b_{ak}-i\int_0^tdt'\,e^{-iH_a(t-t')}V_{aC}c_C(t'),
\label{eq:ca}
\end{equation}
as differentiation confirms. The first term is the lead's own electrons, the second its response to the conductor. Inserted in \eqref{eq:heis}, the response becomes a memory term with kernel $-iV_{Ca}e^{-iH_as}V_{aC}$. For $\mathrm{Im}\,z>0$ the transform of this kernel is
\begin{equation}
-i\int_0^\infty ds\,e^{izs}\,V_{Ca}e^{-iH_as}V_{aC}=V_{Ca}(z-H_a)^{-1}V_{aC}=\Sigma_a(z).
\end{equation}

Because the equations are linear, $c_C(t)$ is a sum of a term from $c_C(0)$ and terms $x_{ak}(t)b_{ak}$, with $x_{ak}(0)=0$. Let $\tilde x(z)=\int_0^\infty dt\,e^{izt}x(t)$. Integration by parts turns $i\dot x$ into $z\tilde x$, the memory integral becomes a product, and the source gives $\int_0^\infty dt\,e^{i(z-E_{ak})t}=i/(z-E_{ak})$. Hence
\begin{equation}
\tilde x_{ak}(z)=\frac{i\,G(z)V_{Ca}\varphi_{ak}}{z-E_{ak}} .
\label{eq:lap}
\end{equation}
Write $G(z)=G(E_{ak})+[G(z)-G(E_{ak})]$. The first part has a simple pole, which transforms back to a persistent oscillation. The second part has no pole at $E_{ak}$. If no bound state touches the conductor, $G$ has a continuous spectrum with integrable singularities at the band edges, and rapid oscillation of $e^{-izt}$ makes this part vanish at long times. The term from $c_C(0)$ vanishes for the same reason. What survives is
\begin{equation}
c_C(t)\to\sum_{ak}G(E_{ak})V_{Ca}\varphi_{ak}\,e^{-iE_{ak}t}\,b_{ak}.
\label{eq:steady}
\end{equation}
The limits have an order: the leads are made infinite first, and then the time is made long. In finite leads the electrons would eventually return from the far ends.

\subsection{Occupation of the conductor}

Let $\rho_{ij}=\langle c_{C,j}^\dagger c_{C,i}\rangle$. Equations \eqref{eq:steady} and \eqref{eq:fill} leave a single sum over lead states, which \eqref{eq:spec2} converts to an energy integral:
\begin{align}
\rho&=\sum_{ak}f_a(E_{ak})\,G\,V_{Ca}\varphi_{ak}\varphi_{ak}^\dagger V_{aC}\,G^\dagger
=\int\frac{dE}{2\pi}\,\mathcal N(E),\nonumber\\
\mathcal N&=G(f_L\Gamma_L+f_R\Gamma_R)G^\dagger .
\label{eq:N}
\end{align}
In the sum $G$ is taken at $E_{ak}$. Each lead fills the part of the conductor's spectrum that its own electrons reach.

\subsection{The current and its two terms}

The change of the number of electrons in the left lead follows from \eqref{eq:heis} as it did for wave functions. The part with $H_L$ cancels against its conjugate, and
\begin{equation}
\dot N_L=2\,\mathrm{Im}\,\langle c_L^\dagger V_{LC}c_C\rangle .
\label{eq:NL}
\end{equation}
Both terms of \eqref{eq:ca} contribute. At long times a component of $c_C$ that oscillates as $e^{-iEt}$ produces the response $g_L(E)V_{LC}c_C$. The response term of \eqref{eq:NL} is therefore
\begin{align}
2\,\mathrm{Im}\int\frac{dE}{2\pi}\mathrm{Tr}[\Sigma_L^\dagger\mathcal N]
&=-i\int\frac{dE}{2\pi}\mathrm{Tr}[(\Sigma_L^\dagger-\Sigma_L)\mathcal N]\nonumber\\
&=\int\frac{dE}{2\pi}\mathrm{Tr}[\Gamma_L\mathcal N],
\label{eq:resp}
\end{align}
where $\mathcal N^\dagger=\mathcal N$ was used. This is the rate at which electrons on the conductor escape to the left.

The lead's own electrons are correlated with the part of $c_C$ that they drive:
\begin{equation}
\sum_kf_L(E_{Lk})\,\varphi_{Lk}^\dagger V_{LC}GV_{CL}\varphi_{Lk}
=\int\frac{dE}{2\pi}\,f_L\,\mathrm{Tr}[\Gamma_LG].
\end{equation}
Since $\mathrm{Tr}[\Gamma_LG]^*=\mathrm{Tr}[\Gamma_LG^\dagger]$, twice the imaginary part has the integrand
\begin{equation}
-if_L\mathrm{Tr}[\Gamma_L(G-G^\dagger)]=-f_L\mathrm{Tr}[\Gamma_LG(\Gamma_L+\Gamma_R)G^\dagger]
\label{eq:inj}
\end{equation}
by \eqref{eq:id2}. This is injection from the left, and its sign is negative because the lead loses electrons. When \eqref{eq:resp} and \eqref{eq:inj} are added, the terms $f_L\mathrm{Tr}[\Gamma_LG\Gamma_LG^\dagger]$ cancel: electrons that enter from the left and return there carry no net current. The flow out of the left lead is
\begin{equation}
J=-\dot N_L=\int\frac{dE}{2\pi}\,(f_L-f_R)\,\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger].
\label{eq:J}
\end{equation}
The trace appears at once in the stated order. Exchanging the labels gives the flow into the right lead, with $\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]$. In the steady state the charge on $C$ is constant, so the two flows agree for every choice of $f_L-f_R$. A choice confined to a narrow energy window shows that the traces agree at each energy.

Two spin directions double the flow. In ordinary units the magnitude of the electric current is
\begin{equation}
I=\frac{2e}{h}\int dE\,T(E)\,(f_L-f_R),
\label{eq:I}
\end{equation}
which is $(1/\pi)\int dE\,T(f_L-f_R)$ in atomic units. For a small difference of chemical potentials at low temperature the conductance is $(2e^2/h)\,T(E_F)$, with $E_F$ the Fermi energy.

\subsection{What each derivation assumes}

Both derivations need a quadratic Hamiltonian, an orthonormal basis and no direct link between the leads. With electron--electron or electron--phonon interaction in $C$, \eqref{eq:heis} would contain products of operators and no longer close. In a mean-field calculation the formula applies to the final, fixed $H_C$; it does not supply the potential that a current produces.

The first derivation assumes periodic leads with well-defined incoming waves. In return it gives each channel's probability, a unitary scattering matrix and the bound on $T$. It says nothing about which states are occupied. To obtain \eqref{eq:I} from it, one must add that states arriving from lead $a$ are filled with $f_a$.

The second derivation obtains that filling from a preparation of the leads. It uses their continuous spectrum but not their periodicity. It does not by itself resolve the trace into probabilities; that reading needs the incoming flux $1/2\pi$ per channel and unit energy found in the first half. It also shows what bound states do. Their memory of the initial state does not decay. One bound state holds a constant charge and so adds no steady current. Several of different energies can add currents that oscillate at their energy differences and average to zero.

The role of having two contacts is visible in both. If a third contact adds $\Gamma_3$ to $\Gamma$, the trace argument for exchanging the leads gives
\begin{align}
&\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]-\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]\nonumber\\
&\quad=\mathrm{Tr}[\Gamma_LG^\dagger\Gamma_3G]-\mathrm{Tr}[\Gamma_LG\Gamma_3G^\dagger],
\label{eq:third}
\end{align}
and the right side need not vanish. It does vanish if all Hamiltonian matrices are real, because $G$ and the $\Gamma$ are then symmetric and transposition turns one trace into the other. A finite numerical $\eta$ kept in $G^{-1}$ acts in the same way as a contact with $\Gamma_3=2\eta$ on every orbital: it absorbs electrons. It should be zero in $C$, or small enough that $T$ no longer depends on it.

\subsection{A wire with a model grain boundary}

The example is a strip three atoms wide with hopping 1 eV and round parameters that represent no particular metal. The conductor has four slices. In the second the site energies are 1.0, 0.5 and 0 eV, in the third 0, 0.5 and 0 eV, and the bonds between these two slices are weakened to 0.7 eV. All else is clean. The three subbands extend from $-3.41$ to 0.59, from $-2$ to 2 and from $-0.59$ to 3.41 eV. Counting those that contain $E$ gives the number $N$ of open channels:

\begin{center}
\begin{tabular}{rccc}
$E$ (eV) & $N$ & $T$ & reflected\\
$-2.5$ & 1 & 0.5826 & 0.4174\\
$-1.0$ & 2 & 1.4971 & 0.5029\\
$0.0$ & 3 & 2.0472 & 0.9528\\
$1.0$ & 2 & 1.4765 & 0.5235\\
$2.5$ & 1 & 0.9203 & 0.0797
\end{tabular}
\end{center}

Transmission and reflection add to $N$ within rounding, and the clean wire has $T=N$. The test against explicit matching of lead waves, decaying ones included, agrees channel by channel to rounding error. So does the test in which four more clean slices are moved into the conductor.

At $E=0$ the probabilities, with outgoing channels as rows and incoming channels as columns, are
\begin{equation}
\begin{pmatrix}0.789&0.067&0.007\\0.037&0.677&0.033\\0.056&0.010&0.372\end{pmatrix}.
\end{equation}
The columns add to 0.88, 0.75 and 0.41, and their sum is $T=2.05$. The third subband is reflected most. With $2e^2/h=77.481\ \mu$S,
\begin{align}
\frac{2e^2}{h}T&=77.481\times2.0472=158.62\ \mu\text{S},\\
R&=\frac1{158.62\ \mu\text{S}}=6.30\ \text{k}\Omega .
\end{align}
The clean wire has $1/(3\times77.48\ \mu\text{S})=4.30$ k$\Omega$, which comes from its finite number of channels. The boundary adds 2.00 k$\Omega$. This value may not simply be added again for a second boundary: as long as the electrons keep their phase between them, two boundaries form a different $H_C$, whose $T$ must be computed. Boundaries further apart than the length over which phonons or other electrons destroy the phase lie outside this model.

Let a magnetic flux give a phase of 0.5 rad around each cell between neighbouring slices of the conductor, and of $-1.5$ rad around each cell between its last slice and the right lead. The leads themselves carry no flux. This lowers $T$ to 1.74. Single channel probabilities then differ by up to 0.34 from those of the reversed path, while the two total traces still agree to rounding error. With a third contact of $\Gamma_3=1.0$ eV on the site raised to 1.0 eV as well, the traces become 1.584 and 1.564 (reversing the flux exchanges the two values), as \eqref{eq:third} allows.

The last test prepares and joins the leads as in the second derivation. One condition of that derivation is not met: the raised site energies bind one state at 3.43 eV, just above the highest subband, and its memory of the initial state does not decay. A single bound state adds no steady current, however, so \eqref{eq:J} can still be compared with the propagation. Two leads of 200 slices are filled to chemical potentials of 0.2 and $-0.2$ eV with $k_BT=0.03$ eV, joined to the initially empty conductor and propagated in time. The charge that reaches the right lead between 39.5 and 118.5 fs gives a mean current of 63.27 $\mu$A. Equation \eqref{eq:I} gives 63.26 $\mu$A. The difference is 0.012\% of the latter. Transients in the finite observation time can contribute to it, but their share was not tested.

The conductance at $E=0$ would predict $158.6\ \mu\text{S}\times0.4\ \text{V}=63.4\ \mu$A. Since $\int(f_L-f_R)\,dE=0.4$ eV, the slightly smaller current means that the average of $T$ over the window is $63.26/(77.48\times0.4)=2.041$, a little below its value at the centre. The potential drop along the wire and its screening are left out, so these currents describe a difference in filling at a fixed Hamiltonian. The complete values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
hopping in all leads: 1.0 eV
chain: raised site 1.0 eV, E = 0.0 eV
chain: self-energy of one lead -1.000 i eV
chain: Gamma of one lead 2.000 eV
chain: G = -0.200 -0.400 i 1/eV
chain: transmission 0.8000
wire: site energies by slice (eV): 0.0 0.0 0.0 | 1.0 0.5 0.0 | 0.0 0.5 0.0 | 0.0 0.0 0.0
wire: bonds between slices (eV): 1.0 0.7 1.0
subband 1: -3.414 to 0.586 eV
subband 2: -2.000 to 2.000 eV
subband 3: -0.586 to 3.414 eV
E (eV), open channels, T clean, T boundary, reflected
 -2.5  1  1.0000  0.5826  0.4174
 -1.0  2  2.0000  1.4971  0.5029
  0.0  3  3.0000  2.0472  0.9528
  1.0  2  2.0000  1.4765  0.5235
  2.5  1  1.0000  0.9203  0.0797
largest deviation from wave matching: 4.0e-15
change of T when 4 clean slices join the conductor: 1.4e-15
wire at E = 0: probability, rows = out channel, columns = in channel
  0.7889 0.0672 0.0065
  0.0373 0.6769 0.0326
  0.0562 0.0101 0.3716
flux (0.5 rad per cell): T = 1.7413
flux: L/R difference of total T 8.9e-16
flux: largest channel non-reciprocity 0.3427
flux and third contact (1.0 eV): Tr[GL G GR G+] = 1.58416
flux and third contact (1.0 eV): Tr[GR G GL G+] = 1.56404
Gamma against sum over lead states, deviation: 2.4e-14 eV^2
chemical potentials L, R: 0.2, -0.2 eV; kT = 0.03 eV
finite leads: 200 slices each; charge counted from 39.5 to 118.5 fs
current, Caroli and Landauer: 63.258 uA
current, time propagation:    63.266 uA
relative difference: 0.012 %
conductance quantum 2e^2/h: 77.481 uS
wire conductance at E = 0: 158.62 uS
resistance with boundary: 6.304 kohm
resistance of clean wire: 4.302 kohm
added by the boundary: 2.002 kohm
\end{verbatim}
